# Second-harmonic strain of a ferroelectric film under a sinusoidal field

## Question

I am stuck on an exercise about the strain of a poled ferroelectric film. The strain along the film normal is

$$S=Q\,(P+\chi E)^2 ,$$

where $P$ is the remanent polarization, $\chi$ the absolute susceptibility and $Q$ an electrostriction coefficient. The field is sinusoidal with amplitude $E_0$. I am asked to show that the ratio of second- to first-harmonic strain is $\chi E_0/(4P)$.

When I expand the square, the linear term is $2QP\chi E$ and the quadratic term is $Q\chi^2E^2$. Putting $E=E_0$ in both and dividing gives $\chi E_0/(2P)$, twice the stated answer. Where does the other factor of two come from?

I would also like to use the result. My film is 100 nm thick, between electrodes, and a probe resting on the top electrode reads the surface displacement. As rough values for lead zirconate titanate I have $P=50$ µC/cm², relative susceptibility 200, $Q=0.05$ m⁴/C² and a peak field of 0.05 MV/cm. If I measure the ratio, can I read off $\chi/P$?

## Answer

The missing factor comes from the square of the cosine: half of it is a constant, and a constant is not a second harmonic. The formula you were given is correct for the strain law you wrote. Whether it gives you $\chi/P$ for a real film is a separate matter, and there the answer is no, unless you also know how the polarization curves with field.

### The harmonics

Take $P$, $E$ and the measured strain along the same axis, and let

$$E(t)=E_0\cos\omega t ,$$

with $E_0$ the peak value, not the rms or peak-to-peak value. Assume that $P$ stays fixed during the cycle (no switching), and that polarization and strain follow the field without delay. "Absolute" susceptibility means $\chi=\varepsilon_0\chi_r$, so that $\chi E$ is itself a polarization. If you insert the relative susceptibility $\chi_r$, you must supply the $\varepsilon_0$.

Expanding the square gives

$$S=QP^2+2QP\chi E+Q\chi^2E^2 .$$

Insert the field:

$$S=QP^2+2QP\chi E_0\cos\omega t+Q\chi^2E_0^2\cos^2\omega t .$$

The last term is not yet a harmonic. With $\cos^2\omega t=\tfrac12(1+\cos2\omega t)$ it becomes

$$Q\chi^2E_0^2\cos^2\omega t=\tfrac12Q\chi^2E_0^2+\tfrac12Q\chi^2E_0^2\cos2\omega t .$$

Collecting terms, $S=S_0+S_1\cos\omega t+S_2\cos2\omega t$ with

$$S_0=QP^2+\tfrac12Q\chi^2E_0^2,\qquad S_1=2QP\chi E_0,\qquad S_2=\tfrac12Q\chi^2E_0^2 .$$

Therefore

$$\frac{S_2}{S_1}=\frac{\tfrac12Q\chi^2E_0^2}{2QP\chi E_0}=\frac{\chi E_0}{4P}.$$

The coefficient $Q$ cancels. No small-field expansion was made: within this strain law there are no further harmonics, and the ratio holds for any $E_0$.

Your $\chi E_0/(2P)$ does have a meaning. Measured from the zero-field strain, the excursions at the two field peaks are

$$\Delta S_\pm=\pm2QP\chi E_0+Q\chi^2E_0^2 .$$

Half their sum divided by half their difference is $\chi E_0/(2P)$. That half-sum contains the second harmonic and the equally large shift of the mean strain. A lock-in amplifier set to $2\omega$ rejects the shift and sees $S_2$ alone.

### Signs and special cases

The ratio above is one of signed cosine coefficients. Reversing $P$ reverses $S_1$ and leaves $S_2$ unchanged, so the ratio of amplitudes is $\chi E_0/(4|P|)$. If the drive is $E_0\sin\omega t$ instead, then $\sin^2\omega t=\tfrac12(1-\cos2\omega t)$, and the second harmonic is $-S_2\cos2\omega t$. Its amplitude is the same, but the phase setting of the lock-in must follow the choice of reference.

For $P\to0$ the first harmonic vanishes while the second remains, so the ratio diverges. A partly poled film shows the same tendency. Suppose that a fraction $f$ of the area has polarization $+P$ and the rest $-P$, that each part strains freely, and that the probe reads the area average. Then $S_1$ is multiplied by $f-(1-f)=2f-1$, whereas $S_2$ is unchanged, and

$$\frac{S_2}{S_1}=\frac{\chi E_0}{4P(2f-1)} .$$

A large ratio can therefore indicate poor poling and not a large susceptibility.

A constant internal or applied field $E_b$ needs no new calculation. Since

$$P+\chi(E_b+E_0\cos\omega t)=(P+\chi E_b)+\chi E_0\cos\omega t ,$$

you replace $P$ by $P+\chi E_b$ in the result. Here $P$ is the polarization without the constant field. For an internal field, note that a hysteresis loop records only changes of polarization. If you take half the switched charge, the constant $\chi E_b$ drops out. The remanent value you obtain is then very nearly $P$, and the replacement is still needed. Centring the loop vertically on its tips does the same only if the susceptibility at the tips equals that at remanence; where it is smaller, part of $\chi E_b$ remains in the value you read.

### Your numbers

The absolute susceptibility is $\chi=200\,\varepsilon_0=1.771\times10^{-9}$ F/m. In SI units your field is $5\times10^6$ V/m and your polarization is 0.5 C/m², so

$$\chi E_0=(1.771\times10^{-9})(5\times10^{6})=8.854\times10^{-3}\ \text{C/m}^2 ,$$

which is 0.885 µC/cm². The strain harmonics are

$$S_1=2(0.05)(0.5)(8.854\times10^{-3})=4.43\times10^{-4},$$

$$S_2=\tfrac12(0.05)(8.854\times10^{-3})^2=1.96\times10^{-6}.$$

Multiplied by the thickness of 100 nm, these are thickness changes of 44.3 pm and 0.196 pm. The probe reads the same values only if the substrate does not bend. Under a wide electrode, bending can contribute a displacement of similar size or larger. The ratio is

$$\frac{\chi E_0}{4P}=\frac{0.8854}{4\times50}=0.00443 .$$

Fourier coefficients of the strain sampled over one cycle give the same value, as the numerical output shows.

The ratio is small because the field changes the polarization by less than 2 %. It grows in proportion to $E_0$, but you cannot raise the field far. With a rough coercive field of 0.1 MV/cm you are already halfway to switching, and at the coercive field itself the formula would give just 0.0089.

### Why the ratio does not give $\chi/P$

The strain law assumes that the polarization responds linearly to the field. For the first harmonic at weak drive this is harmless. For the second it is not, because a small curvature of the polarization is multiplied by the large $P$. Write the total polarization as

$$\mathcal P(E)=P+\chi E+\beta E^2+\dots$$

Squaring and keeping terms up to $E^2$ gives

$$S=Q\left[P^2+2P\chi E+(\chi^2+2P\beta)E^2+\dots\right].$$

The cross term $2P\beta E^2$ is of the same order in the field as $\chi^2E^2$. The steps used above now give, to leading order in $E_0$,

$$\frac{S_2}{S_1}=k\,\frac{\chi E_0}{4P},\qquad k=1+\frac{2P\beta}{\chi^2}.$$

To find $\beta$, use the equation of state in the form $E=g(\mathcal P)$, with $g(P)=0$ at the remanent state. Expanding about $P$ gives

$$E=g'(P)\,(\chi E+\beta E^2)+\tfrac12g''(P)\,\chi^2E^2+\dots$$

The terms linear in $E$ require $g'(P)\chi=1$. The quadratic terms must cancel:

$$\frac{\beta}{\chi}+\tfrac12g''(P)\chi^2=0\quad\Rightarrow\quad\beta=-\tfrac12\chi^3g''(P).$$

Substitution into $k$ yields

$$k=1-P\chi\,g''(P).$$

Now apply this to a uniform film with the Landau energy density $\tfrac12a\mathcal P^2+\tfrac1n b\mathcal P^n$, where $a<0$, $b>0$ and $n$ is 4 or 6. The case $n=4$ is the usual quartic model. The case $n=6$ is the tricritical one, in which the quartic coefficient vanishes. Take $P>0$. The equation of state is

$$g(\mathcal P)=a\mathcal P+b\mathcal P^{\,n-1}.$$

The condition $g(P)=0$ gives $a=-bP^{n-2}$. The first derivative is then

$$g'(P)=a+(n-1)bP^{n-2}=(n-2)bP^{n-2}=\frac1\chi ,$$

and the second is $g''(P)=(n-1)(n-2)bP^{n-3}$. Multiplying,

$$P\chi g''(P)=\frac{(n-1)(n-2)bP^{n-2}}{(n-2)bP^{n-2}}=n-1,\qquad k=1-(n-1)=2-n .$$

So $k=-2$ for the quartic energy and $k=-4$ for the tricritical one. The curvature does not merely correct the second harmonic: in both models it outweighs the original term and reverses its sign. Physically, a field along $P$ pushes the polarization up a steepening energy wall, while an opposite field moves it towards the softer region near the barrier. The polarization therefore falls more in one half-cycle than it rises in the other.

This was tested by solving the equation of state at each sampled instant of the cycle, with $P$ and $\chi$ held at your values. At one tenth of your field the factors came out as $-2.0000$ and $-4.0001$. At your full field the signed ratios are $-0.00887$ and $-0.0178$, within 0.5 % of the leading-order values.

If your film followed one of these models and you applied the simple formula to the measured amplitudes, you would overestimate $\chi/P$ by a factor of about two or four. For another material $k$ could take other values, and if $2P\beta=-\chi^2$ the leading second harmonic vanishes altogether. If the film is fully poled, and the other contributions discussed below are negligible or have been removed, what the ratio gives you is the product $k\chi/P$. For the partly poled film described above, replace $P$ here by the net polarization $P(2f-1)$. With $\chi$ and $P$ measured separately, for example electrically, it becomes a measurement of $k$. That is a measurement of the curvature of the polarization only if the strain is strictly quadratic in the polarization. If $S=Q\mathcal P^2(1+r\mathcal P^2/P^2)$, the 1 in $k$ is replaced by $(1+6r)/(1+2r)$, so a quartic strain term of $\pm10$ % at the remanent state ($r=\pm0.1$) shifts $k$ by $+0.33$ or $-0.5$.

### Smaller effects, for your numbers

**Impure drive.** Let the generator add a small second harmonic, so that $E=E_0(\cos\omega t+h\cos2\omega t)$. The linear term of the strain turns this into an extra $2QP\chi E_0h$ at $2\omega$, which adds very nearly $h$ to the ratio. For $h=0.001$ the ratio of the linear-polarization model rises from 0.00443 to 0.00543, or by 23 %. With the opposite phase it would fall by about as much. If $h$ does not depend on the amplitude, you can separate the two contributions: plot the signed ratio against $E_0$ well below switching. The intercept is $h$, or $h\cos\varphi$ if the generator's second harmonic is $h\cos(2\omega t+\varphi)$, and the slope is $k\chi/(4P)$.

**Electrode attraction.** The attraction between the electrodes compresses the film. Counting the part quadratic in the field, a pressure $\tfrac12\varepsilon E^2$ with a rough Young's modulus of 100 GPa gives a second harmonic of $-5.7$ % relative to $S_2$ of the linear-polarization model. This is an estimate of size, since a measured $Q$ may already include the attraction. It also scales as $E_0^2$, so the plot just described does not remove it.

**Changing thickness.** A generator fixes the voltage, not the field. When the film thickens during the cycle, the field in it falls slightly. If the polarization is linear in this actual field, a sinusoidal voltage lowers the ratio of the linear-polarization model from 0.00443 to 0.00421, or by 5 %. If it is instead linear in the voltage divided by the initial thickness, which is how the field is usually computed in an electrical measurement, this shift is absent. Where present, the shift is proportional to $E_0$, so the plot does not remove it either.

**Internal bias.** A field of 0.02 MV/cm along $P$, added to the drive, lowers the linear-polarization ratio by 0.7 %. In the quartic and tricritical models the susceptibility falls as well, and the magnitude of the ratio drops by about 4 % and 5 %.

**Temperature.** In the quartic model take $a=-\alpha(T_0-T)$ with $\alpha$ and $b$ constant. Then $P^2=\alpha(T_0-T)/b$ and $\chi=1/[2\alpha(T_0-T)]$, so at fixed $E_0$

$$\frac{\chi E_0}{4P}\propto(T_0-T)^{-3/2}.$$

With a rough $T_0=700$ K, warming from 300 K to 310 K raises this quantity by a factor $(400/390)^{3/2}$, or 3.9 %.

### How this compares with a real film

Your values are plausible for a lead zirconate titanate film, though the susceptibility is on the low side. Compositions near the boundary between the tetragonal and rhombohedral phases can have values several times larger, and at fixed $P$ and $E_0$ the quantity $\chi E_0/(4P)$ rises in proportion. The first-harmonic response implied by your numbers, $2QP\chi=89$ pm/V, is of a reasonable size. Your field is about a twentieth of a rough breakdown field of 1 MV/cm, so breakdown is not the main concern.

Of the effects given a number here, the curvature of the polarization is the largest for the values assumed. Poor poling, or a drive with one or two per cent of second harmonic, could matter as much. In the two Landau models the curvature moves the ratio from $+0.0044$ to about $-0.009$ or $-0.018$. Those models describe a film that stays uniform even while it switches. With your $P$ and $\chi$ they would switch only at about 0.54 and 0.38 MV/cm, well above the rough coercive field of 0.1 MV/cm, so they do not describe the switching of your film. They leave out the motion of domain walls and the switching of weakly pinned regions, either of which may matter at half the coercive field; I have not estimated them. Take the values of $k$ as a guide to the size of the effect, not as a prediction for your film. You should also keep both $\omega$ and $2\omega$ well below the mechanical resonances of the film and the probe. Otherwise the two harmonics are amplified by different factors, and the measured ratio is no longer the strain ratio.

## Calculated quantities

```
INPUTS (rough typical values)
remanent polarization P: 50.0 uC/cm2
relative susceptibility chi_r: 200 (dimensionless)
electrostriction coefficient Q: 0.050 m^4/C^2
peak field E0: 0.050 MV/cm
film thickness: 100 nm
coercive field: 0.10 MV/cm
breakdown field: 1.00 MV/cm
Young's modulus: 100 GPa
internal bias field: 0.020 MV/cm
drive second-harmonic fraction: 0.0010 (dimensionless)
temperature of use: 300 K; Landau T0: 700 K
warming considered: 10 K
RESULTS OF THE STATED MODEL
peak voltage: 0.500 V
absolute susceptibility chi: 1.7708e-09 F/m
induced polarization chi E0: 0.8854 uC/cm2
piezoelectric coefficient 2 Q P chi: 88.54 pm/V
first harmonic strain S1: 4.4271e-04 (dimensionless)
second harmonic strain S2: 1.9599e-06 (dimensionless)
first harmonic displacement: 44.27 pm
second harmonic displacement: 0.1960 pm
ratio S2/S1 from Fourier quadrature: 0.004427 (dimensionless)
chi E0/(4P) from formula: 0.004427 (dimensionless)
NEGLECTED EFFECTS
quartic Landau, weak-drive factor k: -2.0000 (dimensionless)
quartic Landau, signed ratio at E0: -0.008871 (dimensionless)
tricritical Landau, weak-drive factor k: -4.0001 (dimensionless)
tricritical Landau, signed ratio at E0: -0.017775 (dimensionless)
ratio with impure drive: 0.005427 (dimensionless)
change by impure drive: 22.59 %
ratio with internal bias: 0.004396 (dimensionless)
change by internal bias: -0.70 %
electrode attraction relative to S2: -5.68 %
change of chi E0/(4P) by warming: 3.87 %
E0 / coercive field: 0.50 (dimensionless)
E0 / breakdown field: 0.05 (dimensionless)
```
